# IORA from a restricted Dirac Rayleigh quotient, and its gauge dependence: test program

```python
"""
Result under test: making the Dirac Rayleigh quotient stationary over spinors
(phi, X0 phi), X0 = c (2c^2 - V)^-1 sigma.p, gives the IORA equation
    H_Z phi = E (1 + X0^dagger X0) phi,
    H_Z = V + sigma.p c^2/(2c^2 - V) sigma.p   (the ZORA Hamiltonian).
Symbols: V potential, c speed of light, E energy without rest energy,
phi / chi large / small component, shift = constant added to V,
kappa = relativistic angular quantum number. Hartree atomic units.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, gammaln

C = 1.0 / constants.fine_structure
EV = constants.physical_constants["Hartree energy in eV"][0]

# ---------- non-central potential, full four-component matrices ----------
c_box, length, n_side = 5.0, 4.0, 5
k = np.arange(n_side) - n_side // 2
x = np.arange(n_side) * length / n_side
waves = np.exp(2j * np.pi * np.outer(x, k) / length) / np.sqrt(n_side)
p1 = waves @ np.diag(2 * np.pi * k / length) @ waves.conj().T
one = np.eye(n_side)
momenta = [np.kron(np.kron(p1, one), one),
           np.kron(np.kron(one, p1), one),
           np.kron(np.kron(one, one), p1)]
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
sp = sum(np.kron(s, p) for s, p in zip(pauli, momenta))
ax, ay, az = np.meshgrid(*(3 * [2 * np.pi * x / length]), indexing="ij")
v_grid = -12 * np.exp(-(1 - np.cos(ax - 0.3)) - 1.5 * (1 - np.cos(ay))
                      - 0.7 * (1 - np.cos(az + ax)))
v = np.tile(v_grid.ravel(), 2)
dim = v.size
gap = 2 * c_box**2 - v
dirac = np.block([[np.diag(v), c_box * sp],
                  [c_box * sp, np.diag(v - 2 * c_box**2)]])
x0 = (c_box / gap)[:, None] * sp
embed = np.vstack([np.eye(dim), x0])
h_zora = np.diag(v) + sp @ ((c_box**2 / gap)[:, None] * sp)
metric = np.eye(dim) + sp @ ((c_box**2 / gap**2)[:, None] * sp)
dev_h = np.abs(embed.conj().T @ dirac @ embed - h_zora).max()
dev_m = np.abs(embed.conj().T @ embed - metric).max()
assert dev_h < 1e-10 and dev_m < 1e-10


def dirac_quotient(phi):
    """Rayleigh quotient of the four-component matrix at (phi, X0 phi)."""
    psi = np.concatenate([phi, x0 @ phi])
    return (np.vdot(psi, dirac @ psi) / np.vdot(psi, psi)).real


e_all, psi_all = np.linalg.eigh(dirac)
assert e_all[dim - 1] < -c_box**2 < e_all[dim]
box_dirac = e_all[dim]
phi_d, chi_d = psi_all[:dim, dim], psi_all[dim:, dim]
ez, uz = np.linalg.eigh(h_zora)
ei, ui = eigh(h_zora, metric)
box_scaled = dirac_quotient(uz[:, 0])
rng = np.random.default_rng(7)


def largest_slope(phi):
    """Largest finite-difference slope of the quotient, random directions."""
    phi = phi / np.linalg.norm(phi)
    slopes = []
    for _ in range(12):
        d = rng.normal(size=dim) + 1j * rng.normal(size=dim)
        d *= 1e-4 / np.linalg.norm(d)
        slopes.append(abs(dirac_quotient(phi + d)
                          - dirac_quotient(phi - d)) / 2e-4)
    return max(slopes)


slope_iora, slope_zora = largest_slope(ui[:, 0]), largest_slope(uz[:, 0])
assert slope_iora < 1e-6 and slope_zora > 1e-4
box_error = dirac_quotient(phi_d) - box_dirac
weight = (gap + box_dirac) / gap**2
box_identity = (-box_dirac**2 * np.sum(weight * abs(chi_d)**2)
                / np.vdot(phi_d, metric @ phi_d).real)
assert abs(box_error - box_identity) < 1e-10
assert ei[0] <= dirac_quotient(phi_d) + 1e-10 <= box_dirac + 2e-10
assert ei[0] <= box_scaled + 1e-10

# ---------- radial problem for a point nucleus ----------
nodes, node_weights = np.polynomial.legendre.leggauss(20)
edges = np.linspace(-28.0, 5.0, 201)
half = (edges[1] - edges[0]) / 2
log_x = ((edges[:-1] + half)[:, None] + half * nodes).ravel()
log_w = np.tile(half * node_weights, 200)


def radial_setup(z, kappa, shift=0.0, n_basis=40):
    """ZORA Hamiltonian and IORA metric in an orthonormal Laguerre basis."""
    r = np.exp(log_x) / z
    w = log_w * r
    g = np.sqrt(kappa**2 - (z / C)**2)
    basis, slope = [], []
    for n in range(n_basis):
        norm = np.exp(0.5 * ((2 * g + 1) * np.log(2 * z)
                             + gammaln(n + 1) - gammaln(n + 2 * g + 1)))
        front = norm * r**g * np.exp(-z * r)
        lag = eval_genlaguerre(n, 2 * g, 2 * z * r)
        dlag = (-2 * z * eval_genlaguerre(n - 1, 2 * g + 1, 2 * z * r)
                if n else 0.0)
        basis.append(front * lag)
        slope.append(front * ((g / r - z) * lag + dlag))
    b = np.array(basis)
    ab = np.array(slope) + kappa * b / r      # radial form of sigma.p
    pot = -z / r + shift
    den = 2 * C**2 - pot
    assert den.min() > 0
    overlap = (b * w) @ b.T
    assert np.abs(overlap - np.eye(n_basis)).max() < 1e-8
    h = (b * (w * pot)) @ b.T + (ab * (w * C**2 / den)) @ ab.T
    m = overlap + (ab * (w * C**2 / den**2)) @ ab.T
    return h, m, overlap, b, pot, w


def levels(z, kappa, index=0, shift=0.0, n_basis=40):
    """ZORA, scaled ZORA, IORA energies with the shift subtracted again."""
    h, m, s = radial_setup(z, kappa, shift, n_basis)[:3]
    e_z, u_z = eigh(h, s)
    e_i, u_i = eigh(h, m)
    u = u_z[:, index]
    q = u_i[:, index]
    small = 1 - (q @ s @ q) / (q @ m @ q)
    return (e_z[index] - shift, e_z[index] / (u @ m @ u) - shift,
            e_i[index] - shift, small)


def sommerfeld(z, n, kappa):
    g = np.sqrt(kappa**2 - (z / C)**2)
    return C**2 * (1 / np.sqrt(1 + (z / C / (n - abs(kappa) + g))**2) - 1)


Z = 48
states = [("1s", 1, -1, 0), ("2s", 2, -1, 1),
          ("2p1/2", 2, 1, 0), ("2p3/2", 2, -2, 0)]
table = []
for name, n, kappa, index in states:
    exact = sommerfeld(Z, n, kappa)
    zora, scaled, iora, small = levels(Z, kappa, index)
    assert abs(zora - 2 * C**2 * exact / (2 * C**2 + exact)) < 1e-5
    assert abs(scaled - exact) < 1e-5
    assert abs(iora - exact) < abs(zora - exact)
    if index == 0:
        assert iora <= exact + 1e-7 and iora <= scaled + 1e-7
    table.append((name, exact, zora, scaled, iora, small))
e1, zora1, scaled1, iora1, small1 = table[0][1:]
basis_change = abs(levels(Z, -1, n_basis=30)[2] - iora1)
assert basis_change < 1e-4

# error identity with the closed-form Dirac 1s state (constant chi/phi ratio)
h, m, s, b, pot, w = radial_setup(Z, -1)
trial_error = h[0, 0] / m[0, 0] - e1
ratio_sq = -e1 / (2 * C**2 + e1)
den = 2 * C**2 - pot
identity_error = (-e1**2 * ratio_sq
                  * np.sum(w * b[0]**2 * (den + e1) / den**2) / m[0, 0])
assert abs(trial_error - identity_error) < 1e-6
assert iora1 - e1 <= trial_error + 1e-8


def mismatch(energy):
    """Log-derivative mismatch of the IORA differential equation, 1s."""
    def stiffness(r):
        d = 2 * C**2 + Z / r
        return C**2 * (d - energy) / d**2

    def rhs(t, y):
        r = np.exp(t)
        return [y[0] + r * y[1] / stiffness(r),
                -y[1] - r * (energy + Z / r) * y[0]]
    g = np.sqrt(1 - (Z / C)**2)
    r_in, r_mid, r_out = 1e-8, 1 / Z, 0.7
    opts = dict(method="DOP853", rtol=1e-11, atol=1e-30)
    left = solve_ivp(rhs, (np.log(r_in), np.log(r_mid)),
                     [1.0, stiffness(r_in) * (g - 1) / r_in], **opts).y[:, -1]
    decay = np.sqrt(-2 * energy)
    right = solve_ivp(rhs, (np.log(r_out), np.log(r_mid)),
                      [1e-12, -1e-12 * stiffness(r_out) * (decay + 1 / r_out)],
                      **opts).y[:, -1]
    return left[1] / left[0] - right[1] / right[0]


iora_ode = brentq(mismatch, iora1 - 5, iora1 + 5, xtol=1e-9)
assert abs(iora_ode - iora1) < 1e-4

# ---------- gauge dependence ----------
gauge = []
for shift in (-2000.0, -1000.0, 0.0, -e1, 2000.0, 4000.0):
    a, sc, i, _ = levels(Z, -1, shift=shift)
    assert i <= e1 + 1e-6 and i <= sc + 1e-6
    gauge.append((shift, a - e1, sc - e1, i - e1))
assert max(abs(q) for q in gauge[3][1:]) < 1e-5

z_light = 10
e_light = sommerfeld(z_light, 1, -1)
laws = []
for shift in (-100.0, 0.0, 200.0):
    a, _, i, _ = levels(z_light, -1, shift=shift)
    law_z = (e_light + shift) * z_light**2 / (4 * C**2)
    law_i = -(e_light + shift)**2 * z_light**2 / (8 * C**4)
    ratios = ((a - e_light) / law_z, (i - e_light) / law_i)
    assert max(abs(q - 1) for q in ratios) < 0.03
    laws.append((shift, a - e_light, i - e_light, *ratios))

# ---------- output ----------
print(f"speed of light c = {C:.6f} a.u.; 2c^2 = {2*C**2:.3f} hartree")
print("Fourier-grid test, non-central potential (energies in hartree)")
print(f" c = {c_box:.1f} a.u., box side = {length:.1f} bohr, "
      f"points per side = {n_side}")
print(f" potential minimum, maximum on grid: {v.min():.4f}, {v.max():.4f}")
print(f" largest deviation, Hamiltonian: {dev_h:.1e}; metric: {dev_m:.1e}")
print(f" lowest electron level, Dirac: {box_dirac:.6f}")
print(f" ZORA: {ez[0]:.6f}; scaled ZORA: {box_scaled:.6f}; IORA: {ei[0]:.6f}")
print(f" quotient slope at IORA: {slope_iora:.1e}; at ZORA: {slope_zora:.1e}")
print(f" quotient error at Dirac phi: {box_error:.8f}; "
      f"identity: {box_identity:.8f}")
print(f"Hydrogen-like Cd, Z = {Z}, point nucleus (energies in hartree)")
print(" state   Dirac        ZORA         scaled ZORA  IORA")
for name, ex, zo, sc, io, _ in table:
    print(f" {name:6s} {ex:12.4f} {zo:12.4f} {sc:12.4f} {io:12.4f}")
print(" errors against Dirac: state, ZORA, IORA (hartree)")
for name, ex, zo, sc, io, _ in table:
    print(f" {name:6s} {zo-ex:10.4f} {io-ex:10.4f}")
print(f" 1s IORA energy: {iora1*EV/1000:.4f} keV; "
      f"error: {(iora1-e1)*EV:.2f} eV")
print(f" 1s ZORA error: {(zora1-e1)*EV:.2f} eV")
print(f" 1s IORA small-component weight: {small1:.5f}")
print(f" 1s IORA from differential equation: {iora_ode:.4f} hartree")
print(f" 1s IORA change from 30 to 40 functions: {basis_change:.1e} hartree")
print(f" 1s quotient error at Dirac phi: {trial_error:.4f} hartree; "
      f"identity: {identity_error:.4f}")
print(f" 1s leading estimate -Z^6/(32c^4): {-Z**6/(32*C**4):.4f} hartree")
print("Cd 1s errors after removing shift: shift, ZORA, scaled, IORA (hartree)")
for row in gauge:
    print(" {:10.3f} {:10.4f} {:10.4f} {:10.4f}".format(
        *(0.0 if abs(q) < 5e-5 else q for q in row)))
print(f"Gauge laws, Z = {z_light}, Dirac 1s = {e_light:.6f} hartree")
print(" shift, ZORA error, IORA error (hartree); each error / leading law")
for row in laws:
    print(" {:7.1f} {:12.6f} {:12.4e} {:8.4f} {:8.4f}".format(*row))
print("every check passed")
```

Printed output:

```
speed of light c = 137.035999 a.u.; 2c^2 = 37557.730 hartree
Fourier-grid test, non-central potential (energies in hartree)
 c = 5.0 a.u., box side = 4.0 bohr, points per side = 5
 potential minimum, maximum on grid: -11.4758, -0.0320
 largest deviation, Hamiltonian: 2.7e-15; metric: 2.2e-16
 lowest electron level, Dirac: -5.881751
 ZORA: -6.308830; scaled ZORA: -5.909678; IORA: -5.923797
 quotient slope at IORA: 2.2e-08; at ZORA: 4.3e-02
 quotient error at Dirac phi: -0.04187050; identity: -0.04187050
Hydrogen-like Cd, Z = 48, point nucleus (energies in hartree)
 state   Dirac        ZORA         scaled ZORA  IORA
 1s       -1189.6846   -1228.6020   -1189.6846   -1190.7776
 2s        -299.8145    -302.2271    -299.8145    -299.8326
 2p1/2     -299.8145    -302.2271    -299.8145    -299.8326
 2p3/2     -290.2430    -292.5034    -290.2430    -290.2599
 errors against Dirac: state, ZORA, IORA (hartree)
 1s       -38.9174    -1.0929
 2s        -2.4126    -0.0181
 2p1/2     -2.4126    -0.0181
 2p3/2     -2.2604    -0.0169
 1s IORA energy: -32.4027 keV; error: -29.74 eV
 1s ZORA error: -1059.00 eV
 1s IORA small-component weight: 0.02992
 1s IORA from differential equation: -1190.7776 hartree
 1s IORA change from 30 to 40 functions: 9.8e-10 hartree
 1s quotient error at Dirac phi: -1.0921 hartree; identity: -1.0921
 1s leading estimate -Z^6/(32c^4): -1.0838 hartree
Cd 1s errors after removing shift: shift, ZORA, scaled, IORA (hartree)
  -2000.000  -104.3421     0.0000    -7.1745
  -1000.000   -71.6298     0.0000    -3.5346
      0.000   -38.9174     0.0000    -1.0929
   1189.685     0.0000     0.0000     0.0000
   2000.000    26.5073     0.0000    -0.5601
   4000.000    91.9321     0.0000    -7.5192
Gauge laws, Z = 10, Dirac 1s = -50.066742 hartree
 shift, ZORA error, IORA error (hartree); each error / leading law
  -100.0    -0.200315  -7.9194e-04   1.0027   0.9921
     0.0    -0.066831  -8.8617e-05   1.0027   0.9974
   200.0     0.200137  -8.0323e-04   1.0027   1.0080
every check passed
```
